# Frames Needed to Reweight a Semilocal Trajectory to RPA Free Energies

**Question.** A trajectory has been run with a semilocal functional, and its free energy is to be corrected to the random-phase approximation (RPA) by computing RPA energies on a selection of its frames. What is the correction to second order in the energy difference, how many frames does it need, and how does that number scale with the spread of the energy difference, the temperature and the system size?

## The quantity to be averaged

Let $U_0(\mathbf R)$ be the semilocal potential energy at nuclear positions $\mathbf R$, $U_1(\mathbf R)$ the RPA energy at the same positions, and

$$\Delta U=U_1-U_0,\qquad \beta=\frac1{k_BT}.$$

The nuclei are classical, and volume, temperature, masses and accessible domain are the same for both surfaces. The momentum integrals then cancel in the ratio of partition functions:

$$e^{-\beta\Delta F}=\frac{\int d\mathbf R\,e^{-\beta U_1}}{\int d\mathbf R\,e^{-\beta U_0}}
=\frac{\int d\mathbf R\,e^{-\beta U_0}e^{-\beta\Delta U}}{\int d\mathbf R\,e^{-\beta U_0}}
=\langle e^{-\beta\Delta U}\rangle_0 .$$

Here $\Delta F=F_1-F_0$, and the average runs over the semilocal ensemble. No RPA forces are needed, but the semilocal run must visit the configurations that matter for RPA.

## The second-order formula

Write $\Delta U=\kappa_1+u$ with $\kappa_1=\langle\Delta U\rangle_0$ and $\langle u\rangle_0=0$. The constant leaves the average as a factor:

$$\Delta F=\kappa_1-k_BT\ln\langle e^{-\beta u}\rangle_0 .$$

Let $\sigma^2=\langle u^2\rangle_0$, $\kappa_3=\langle u^3\rangle_0$ and $\kappa_4=\langle u^4\rangle_0-3\sigma^4$. Expanding the exponential gives

$$\langle e^{-\beta u}\rangle_0=1+\frac{\beta^2\sigma^2}{2}-\frac{\beta^3\kappa_3}{6}+\frac{\beta^4\langle u^4\rangle_0}{24}+\dots$$

In $\ln(1+z)=z-z^2/2+\dots$, the square contributes $-\beta^4\sigma^4/8$ at fourth order. This turns $\langle u^4\rangle_0/24$ into $\kappa_4/24$. Multiplication by $-k_BT=-1/\beta$ yields

$$\Delta F=\kappa_1-\frac{\beta\sigma^2}{2}+\frac{\beta^2\kappa_3}{6}-\frac{\beta^3\kappa_4}{24}+\dots$$

The second-order formula keeps the first two terms.

The minus sign has a physical origin. On the mixed surface $U_\lambda=U_0+\lambda\Delta U$, differentiating $F_\lambda$ gives $dF_\lambda/d\lambda=\langle\Delta U\rangle_\lambda$. Differentiating this average once more gives

$$\frac{d\langle\Delta U\rangle_\lambda}{d\lambda}=-\beta\left(\langle\Delta U^2\rangle_\lambda-\langle\Delta U\rangle_\lambda^2\right).$$

As RPA is switched on, the system moves towards configurations that RPA favours. If the variance keeps its initial value, integrating from 0 to 1 gives $\kappa_1-\beta\sigma^2/2$.

For a Gaussian distribution of $u$ the formula is exact. Completing the square,

$$-\beta u-\frac{u^2}{2\sigma^2}=-\frac{(u+\beta\sigma^2)^2}{2\sigma^2}+\frac{\beta^2\sigma^2}{2},$$

so $\langle e^{-\beta u}\rangle_0=e^{\beta^2\sigma^2/2}$. The reweighted distribution has the same width, but its centre is displaced by $-\beta\sigma^2$. Measured in standard deviations, the displacement is

$$s=\beta\sigma .$$

This number controls the overlap of the two ensembles. A large constant offset $\kappa_1$ does not affect it.

## How many independent frames?

From $N\ge2$ independent frames, form

$$C=\overline{\Delta U}-\frac{\beta}{2}S,\qquad S=\frac1{N-1}\sum_i(\Delta U_i-\overline{\Delta U})^2 .$$

$S$ is the unbiased sample variance, so the mean of $C$ is the second-order formula. To find its scatter, rewrite $S$ in terms of the $u_i$:

$$S=\frac{1}{N-1}\Big[\sum_i u_i^2-\frac1N\Big(\sum_i u_i\Big)^2\Big]
=\frac1N\sum_i u_i^2-\frac{1}{N(N-1)}\sum_{i\ne j}u_iu_j .$$

The two sums are uncorrelated, because a product containing an unpaired $u_i$ averages to zero. The first has variance $(\langle u^4\rangle_0-\sigma^4)/N=(\kappa_4+2\sigma^4)/N$. In the second, each ordered pair correlates with itself and with its reversed copy, so the double sum has variance $2N(N-1)\sigma^4$. Therefore

$$\operatorname{Var}S=\frac{\kappa_4+2\sigma^4}{N}+\frac{2\sigma^4}{N(N-1)}=\frac{\kappa_4}{N}+\frac{2\sigma^4}{N-1}.$$

Also $\operatorname{Var}\overline{\Delta U}=\sigma^2/N$, and only equal indices survive in $\operatorname{Cov}(\overline{\Delta U},S)=\kappa_3/N$. Combining these with the coefficient $-\beta/2$,

$$\operatorname{Var}C=\frac{\sigma^2-\beta\kappa_3+\beta^2\kappa_4/4}{N}+\frac{\beta^2\sigma^4}{2(N-1)} .$$

For nearly Gaussian $u$ and $N\gg1$, a standard error $\varepsilon$ requires

$$N\simeq\frac{\sigma^2}{\varepsilon^2}\left(1+\frac{s^2}{2}\right).$$

When $s\ll1$, the cost is that of the mean, $\sigma^2/\varepsilon^2$. When $s\gg1$, determining the variance dominates and the cost grows as $\beta^2\sigma^4/(2\varepsilon^2)$. The second regime is useful only if the distribution remains Gaussian far into its tail. More frames reduce the scatter of $C$, but not the omitted terms, which begin with $\beta^2\kappa_3/6$.

## Comparison with direct exponential averaging

The full average can instead be estimated from the weights $w_i=e^{-\beta u_i}$. Let $\overline w/\langle w\rangle_0=1+\delta$. Then $\langle\delta\rangle=0$ and

$$\langle\delta^2\rangle=\frac{V-1}{N},\qquad V=\frac{\langle w^2\rangle_0}{\langle w\rangle_0^2}.$$

The error of the estimated free energy is $-k_BT\ln(1+\delta)\simeq-k_BT(\delta-\delta^2/2)$. To leading order in $1/N$ its variance and bias are

$$\frac{(k_BT)^2(V-1)}N\quad\text{and}\quad\frac{k_BT(V-1)}{2N}.$$

For Gaussian $u$, $\langle w^2\rangle_0=e^{2s^2}$ and $\langle w\rangle_0^2=e^{s^2}$, so $V=e^{s^2}$. The ratio of exponential to cumulant cost is

$$\frac{e^{s^2}-1}{s^2+s^4/2}=1+\frac{s^4}{6}+\dots$$

At small $s$ the two methods cost nearly the same. At large $s$ the exponential method becomes exponentially expensive, whereas the cumulant formula exchanges that cost for an assumption about the tail.

## What sets the spread: two harmonic cases

**Shifted minimum.** Let $U_0=\tfrac12\mathbf x^TH\mathbf x$ and $\Delta U=a+\mathbf g^T\mathbf x$. The curvatures agree, but the minima differ. Since $\langle\mathbf x\mathbf x^T\rangle_0=k_BT\,H^{-1}$,

$$\sigma^2=k_BT\,\mathbf g^TH^{-1}\mathbf g,\qquad -\frac{\beta\sigma^2}{2}=-\frac12\mathbf g^TH^{-1}\mathbf g .$$

The second-order term is the relaxation energy from the semilocal minimum to the RPA minimum, independent of temperature. Here $\sigma\propto\sqrt T$ and $s\propto1/\sqrt T$. Cooling reduces the cost of the mean in proportion to $T$, while the variance contribution $\beta^2\sigma^4/(2\varepsilon^2)$ stays constant.

**Changed stiffness.** Let one mode have force constant $k$ on the semilocal surface and $k(1+q)$ on the RPA surface, with $q>-1$. With $y=x\sqrt{\beta k}$, a unit normal variable, $\beta\Delta U=qy^2/2$. From $\langle y^2\rangle=1$ and $\operatorname{Var}(y^2)=2$,

$$\kappa_1=\frac{k_BT\,q}{2},\qquad s^2=\frac{q^2}{2},\qquad \Delta F=\frac{k_BT}{2}\ln(1+q).$$

The second-order formula gives $k_BT(q/2-q^2/4)$, the first two terms of the logarithm. Now $s$ does not depend on temperature, so $\sigma\propto T$ and the number of frames at fixed $\varepsilon$ grows as $T^2$. The full series converges for $-1<q\le1$, so a mode that more than doubles its stiffness lies outside its range. Sampling has a different limit: $\langle w^2\rangle$ contains $\langle e^{-qy^2}\rangle=(1+2q)^{-1/2}$, which is finite only for $q>-1/2$. If RPA halves the force constant or softens it further, the exponential estimator has no finite weight variance, although $\Delta F$ itself is finite. The scatter of $C$ remains finite and gives no warning of this.

## A computed case: H$_3^+$

The semilocal functional is PBE. The RPA energy is the exact-exchange energy of the PBE orbitals plus the direct RPA correlation energy, in the def2-TZVP basis. At 500 K, $k_BT=43.087$ meV.

The ion's shape is fixed by three bond lengths. To find their volume element, place the second nucleus at distance $r_{12}$ from the first, which gives $4\pi r_{12}^2dr_{12}$. The third, at distance $r_{13}$ and angle $\theta$, contributes $2\pi r_{13}^2dr_{13}\sin\theta\,d\theta$. At fixed $r_{12}$ and $r_{13}$, the cosine rule gives $r_{23}dr_{23}=r_{12}r_{13}\sin\theta\,d\theta$. The product is

$$8\pi^2\,r_{12}r_{13}r_{23}\,dr_{12}\,dr_{13}\,dr_{23}.$$

Both surfaces were interpolated from 35 distinct geometries, with bond lengths between 1.25 and 2.15 bohr, and integrated with this measure. At three fresh geometries the largest error of $\Delta U$ was 0.031 meV. Narrowing the domain by 0.05 bohr at each end changed $\Delta F$ by $-0.021$ meV.

The distribution of $\Delta U$ has mean $-968.59$ meV and standard deviation $\sigma=10.22$ meV. Hence

$$s=\frac{10.22}{43.09}=0.237,\qquad -\frac{\beta\sigma^2}{2}=-\frac{104.5}{2\times43.09}=-1.21\ \text{meV}.$$

The second-order result is $-969.805$ meV; full reweighting on the same interpolated surfaces gives $-969.779$ meV. Thermodynamic integration agrees with the latter. The second-order result is thus too low by 0.026 meV, which is the omitted third-order term of $+0.027$ meV apart from a small higher-order remainder. This difference measures truncation on these surfaces. As a value for the electronic energies in this basis, $\Delta F$ deserves no more than about a tenth of a meV, given the interpolation and integration errors. The last digits of the cumulants are also not fixed: a finer interpolation on a domain widened to 1.20–2.35 bohr gives $\sigma=10.26$ meV, a third-order term of 0.028 meV, skewness 0.29 and excess kurtosis 0.12.

The offset of almost 1 eV is nearly a hundred times larger than the spread, yet it costs no extra frames. For a target of 1 meV, the Gaussian estimate is

$$N\simeq104.5\left(1+\frac{0.237^2}{2}\right)\simeq107 .$$

The actual distribution has skewness $\kappa_3/\sigma^3=0.282$ and excess kurtosis $\kappa_4/\sigma^4=0.111$. Including them,

$$N\simeq104.5\,(1-0.067+0.002+0.028)\simeq101 .$$

The positive skewness lowers the count because fluctuations of the sample mean and sample variance partly cancel in $C$. Repeated sets of 101 independent draws gave a standard error of 0.984 meV, consistent with the target.

Exponential averaging needs practically the same number. Its $V=1.054$ gives

$$N=\frac{43.09^2\times0.0541}{1^2}\simeq101,$$

and its bias at that size is about $43.09\times0.0541/(2\times101)=0.012$ meV. At this value of $s$, the second-order formula offers no sampling advantage for a single ion.

These numbers describe reweighting between two classical surfaces. They are not the thermodynamics of the real ion: the PBE breathing quantum is 413 meV, or 9.6 times $k_BT$, so its nuclear motion is strongly quantum mechanical. The self-correlation error of direct RPA also remains, and the basis is far from complete for RPA correlation. At the equilateral geometry with bonds of 1.68 bohr, $\Delta U$ goes from $-972$ meV in def2-TZVP to $-1193$ meV in def2-TZVPP and $-1275$ meV in def2-QZVP. The spread moves too. Between def2-TZVP and def2-QZVP the slope of $\Delta U$ along the breathing coordinate grows from 161 to 227 meV/bohr, and the shifted-minimum estimate of $\sigma$ grows from 9.8 to 14.0 meV. This raises $s$ to about 0.33 and roughly doubles the frame counts. All H$_3^+$ values given here belong to the def2-TZVP surfaces.

## Frames from a real trajectory are correlated

Suppose $u_t$ is a stationary Gaussian sequence with correlation $\rho(t)=a^{|t|}$, $0\le a<1$. For a long run, summing the covariances of all pairs gives

$$\operatorname{Var}\overline{\Delta U}\simeq\frac{\sigma^2}{N}\sum_{t=-\infty}^{\infty}a^{|t|}
=\frac{\sigma^2}{N}\left(1+\frac{2a}{1-a}\right)=\frac{\sigma^2}{N}\frac{1+a}{1-a}.$$

For Gaussian variables, $\operatorname{Cov}(u_0^2,u_t^2)=2\sigma^4\rho(t)^2$. The variance estimate therefore contains the same sum with $a$ replaced by $a^2$. Its covariance with the mean vanishes because third moments are zero. Thus

$$N\simeq\frac{\sigma^2}{\varepsilon^2}\left[\frac{1+a}{1-a}+\frac{s^2}{2}\,\frac{1+a^2}{1-a^2}\right].$$

As a model value take $a=0.8$. The factors are 9.00 and 4.56, and the H$_3^+$ spread would require

$$104.5\,(9.00+0.028\times4.56)\simeq954$$

frames instead of 107. Since each frame needs an RPA calculation, it is better to spread a fixed number of them over a longer semilocal run. Keeping every $m$-th frame replaces $a$ by $a^m$ and brings both factors towards one.

## Scaling with system size

Let a frame contain $n$ independent, identical subsystems. The logarithm of a product of averages is a sum, so every cumulant is multiplied by $n$:

$$\sigma_n^2=n\sigma^2,\qquad s_n=\sqrt n\,s,\qquad V_n=V^n .$$

The truncation error per subsystem does not change. Condensed matter follows the same linear growth of cumulants when $\Delta U$ is a sum of local contributions with short-ranged correlations; long-ranged collective fluctuations can break it.

If the error per subsystem is to be $\varepsilon$, the total error may be $n\varepsilon$. Dividing the variance of $C$ by $n^2\varepsilon^2$ gives, for $N\gg1$,

$$N\simeq\frac1{\varepsilon^2}\left[\frac{\sigma^2-\beta\kappa_3+\beta^2\kappa_4/4}{n}+\frac{\beta^2\sigma^4}{2}\right].$$

Larger frames first help, because each averages over more subsystems. The gain ends at a constant set by the sample variance. For noninteracting H$_3^+$ ions and 1 meV per ion, the count falls from 101 at $n=1$ to 13 at $n=10$ and about 4 at $n=100$; the limit is 2.9. Counts this small show the trend rather than a safe run length, since $N-1$ has been replaced by $N$.

If the total error is held at $\varepsilon$ instead, the cost is $n\sigma^2(1+ns^2/2)/\varepsilon^2$ in the Gaussian case. It grows linearly at first and quadratically once $ns^2\gg2$.

For exponential averaging, the small-fluctuation formula at fixed error per subsystem is

$$N\simeq\frac{(k_BT)^2(V^n-1)}{n^2\varepsilon^2}.$$

It gives 13 frames for ten ions, 36 for one hundred and 1764 for two hundred. The last two lie outside the formula's range. Inserting this $N$ into $\langle\delta^2\rangle=(V^n-1)/N$ gives

$$\langle\delta^2\rangle=\left(\frac{n\varepsilon}{k_BT}\right)^2,$$

which is 0.05 for $n=10$ but 5.4 for $n=100$. The expansion of the logarithm has then failed, because the permitted total error of 100 meV exceeds $k_BT$. The formula cannot say how many frames so loose a tolerance needs. A bound helps here: the exponential estimate always lies between the smallest $\Delta U$ in the sample and the sample mean. At fixed $N$ and growing $n$, both approach $\kappa_1$ per ion, so the error per ion tends to about $\beta\sigma^2/2$, or 1.2 meV, however poor the overlap. A target of 1 meV per ion is therefore hardly a test of the exponential average in large frames.

The situation changes if the total error must stay well below $k_BT$. A small $\langle\delta^2\rangle$ then requires $N\gg V^n-1$, where $V^n-1$ is near 200 for one hundred ions and near $4\times10^4$ for two hundred. This condition is necessary, but it does not yet make the variance formula accurate. The next term in the variance of $\ln(1+\delta)$ is $-\langle\delta^3\rangle$. For Gaussian $u$ and $V^n\gg1$, $\langle\delta^3\rangle\simeq V^{3n}/N^2$, which is $V^{2n}/N$ times the leading term. The formula therefore cannot be expected to be quantitative before $N\gg V^{2n}$, about $4\times10^4$ for one hundred ions. Below that it overstates the scatter: at $N=2000$ the actual variance is about 0.44 of the predicted one. This exponential growth is the loss of overlap expressed in frames.

## Planning a calculation

A short pilot run supplies $\sigma$. From the variance of $S$, the relative standard error of the estimated $\sigma^2$ with $N_0$ independent frames is

$$\sqrt{\frac{\kappa_4}{\sigma^4N_0}+\frac{2}{N_0-1}} .$$

For H$_3^+$ and $N_0=50$ this is 0.207, and repeated draws gave 0.208. At small $s$ the predicted frame count is nearly proportional to $\sigma^2$, so a forecast of 107 frames carries an uncertainty of about 22. The pilot frames can be kept as part of the final sample.

The estimate is then made in this order. Compute $s$ from the pilot. If it is well below one and the distribution is nearly Gaussian, about $\sigma^2/\varepsilon^2$ independent frames suffice for the statistical error. The measured $\kappa_3$ then gives an estimate of the leading truncation term, $\beta^2\kappa_3/6$. This estimate is itself noisy: for nearly Gaussian $u$ its standard error is about $\beta^2\sigma^3/\sqrt{6N}$. For H$_3^+$ and 101 frames this Gaussian value is 0.023 meV, and the higher cumulants of the actual distribution raise it to about 0.027 meV, as large as the term itself, so such a sample shows that the term is small but does not determine its value. Strongly softened modes need separate attention: for $q=-0.8$ in the stiffness example, $s$ is only 0.57, but the omitted terms sum to $-0.245\,k_BT$, of which the third-order term supplies $-0.085\,k_BT$. If $s$ is of order one or larger, a small standard error of $C$ is not evidence of an accurate free energy: the omitted terms need not be small, and the configurations that matter lie about $s$ standard deviations from the semilocal mean, where frames become rare once $s$ exceeds about two. Intermediate surfaces $U_\lambda$, sampled in their own ensembles, then divide the displacement into smaller steps, at the price of needing RPA energies or a good substitute for them during sampling.

For the free-energy difference between two phases, offsets common to both cancel, but independent statistical errors add in quadrature. Equal errors of $\varepsilon/\sqrt2$ in each phase give a total of $\varepsilon$, which doubles the number of frames required in each.

The numerical output below gives the values and sampling checks for the def2-TZVP surfaces on the domain 1.25–2.15 bohr.

## Computed results

```
Basis: def2-tzvp; distinct grid geometries: 35
Temperature: 500 K; k_B T: 43.087 meV
Bond-length domain: 1.25 to 2.15 bohr
PBE integration-grid error, one geometry: 0.035 meV
Largest PBE interpolation error: 0.100 meV
Largest dU interpolation error: 0.031 meV
Equilateral PBE bond length: 1.6802 bohr
Equilateral RPA bond length: 1.6666 bohr
PBE breathing quantum: 413.0 meV
Breathing quantum / k_B T: 9.59
Mean dU: -968.592 meV
Standard deviation sigma: 10.222 meV
Variance sigma^2: 104.50 meV^2
s = beta*sigma: 0.2373
Skewness kappa3/sigma^3: 0.282
Excess kurtosis kappa4/sigma^4: 0.111
Second-order term -beta*sigma^2/2: -1.213 meV
Second-order Delta F: -969.805 meV
Full-reweighting Delta F: -969.779 meV
Thermodynamic-integration Delta F: -969.779 meV
Second-order minus full Delta F: -0.0264 meV
Third-order term beta^2*kappa3/6: 0.0270 meV
Delta F change for domain cut by 0.05 bohr: -0.0208 meV
V: 1.05414; Gaussian exp(s^2): 1.05790
Effective sample fraction 1/V: 0.9486
Target standard error: 1.0 meV
Frames, mean term only: 104.5
Frames, Gaussian cumulant estimate: 107.4
Frames, cumulant estimate with kappa3 and kappa4: 100.6
Frames, exponential average: 100.5
Trial with 101 frames, standard error: 0.984 meV
Sampled/predicted variance, cumulant: 0.987
Sampled/predicted variance, exponential: 0.986
Sampled/predicted bias, exponential: 0.986
Sampled/predicted variance, ten ions: 0.971
Pilot frames: 50
Relative error of pilot variance, formula: 0.207
Relative error of pilot variance, sampled: 0.208
Frame-to-frame correlation in model: 0.8
Correlation factors, mean and variance: 9.00, 4.56
Sampled/predicted variance, correlated: 0.981
Correlated frames, Gaussian estimate: 953.9
Frames for 1.0 meV per ion, n independent ions:
  n=1: cumulant 100.6, exponential 100.5
  n=10: cumulant 12.7, exponential 12.89
  n=100: cumulant 3.9, exponential 36.01
  n=200: cumulant 3.4, exponential 1764
Large-n cumulant limit: 2.94 frames
```
